# Why hotter storage can slow stress voiding in interconnects

Raising the storage temperature of a metal interconnect does not always make stress voids grow faster. Heating speeds up diffusion, but it also removes the thermal tension that drives atoms away from the void. If the line is stress-free at a temperature \(T_0\), the time for an existing void to reach a given length is shortest at a temperature \(T^*\) below \(T_0\). For a line so long that its far end plays no part,

\[
T^*=\frac{-(q+T_0)+\sqrt{(q+T_0)^2+4qT_0}}{2},\qquad q=\frac{Q}{k},
\]

where \(Q\) is the activation energy of diffusion and \(k\) is Boltzmann's constant. Between \(T^*\) and \(T_0\), hotter storage is slower. A single line stored at 500 K and at 520 K already shows this.

## The counter-example: one line, two temperatures

The line has length \(L=50\ \mu\text{m}\) and is stress-free at \(T_0=550\) K. It has failed when a void at its end \(x=0\) reaches the length \(\delta_c=50\) nm. These and the other parameters are round model values: \(Q=0.80\) eV, expansion mismatch \(\Delta\alpha=15\) ppm/K, stiffness \(B=40\) GPa, atomic volume \(\Omega=1.2\times10^{-29}\ \text{m}^3\) and diffusivity prefactor \(D_0=2\times10^{-10}\ \text{m}^2/\text{s}\).

### The tension

The metal expands more than its surroundings, so on cooling from \(T_0\) to \(T\) it tries to shrink more than they do. The excess linear contraction is \(\Delta\alpha(T_0-T)\). For small strains the volume contraction is three times as large:

\[
e=3\Delta\alpha\,(T_0-T).
\]

The confinement resists this contraction and puts the metal in tension. Let \(\sigma\) be the mean normal stress, positive in tension, and let \(B\) be the stress produced per unit volume misfit in the confined line. \(B\) depends on the metal, the surroundings and the shape of the line; it is not the bulk modulus of the metal alone. The initial tension is

\[
\sigma_0=Be=3\Delta\alpha B\,(T_0-T),
\]

or 1.8 MPa for each kelvin below \(T_0\).

Atoms that diffuse into a piece of the line fill part of the missing volume. If they add a volume fraction \(a\), equally in all directions, the remaining misfit is \(e-a\), and linear elasticity gives

\[
\sigma=B(e-a).
\]

The same \(B\) serves for both causes of misfit because both are isotropic changes of the stress-free volume. This was tested on a long metal cylinder (bulk modulus 140 GPa, shear modulus 48 GPa) in a dielectric (37 and 30 GPa) ten times its radius, whose stiffness came out as 34 GPa. It is 35 GPa for an unbounded dielectric, and about 17 GPa in a soft one with moduli of 5 and 3 GPa. Applying the relation at each position \(x\) assumes that \(a\) varies slowly over the width of the line.

### The flow of atoms

An atom added where the metal is in tension gains the work \(\Omega\sigma\), so its chemical potential is \(\mu=\mu_0-\Omega\sigma\). With \(1/\Omega\) atoms per unit volume and an effective diffusivity \(D=D_0e^{-Q/kT}\), taken to be independent of stress, the atomic current density is

\[
j=-\frac{D}{\Omega kT}\frac{\partial\mu}{\partial x}
=\frac{D}{kT}\frac{\partial\sigma}{\partial x}.
\]

The two minus signs cancel: atoms move towards higher tension. Multiplication by \(\Omega\) turns this into a flux of volume,

\[
g=\frac{D\Omega}{kT}\frac{\partial\sigma}{\partial x}.
\]

Conservation of atoms requires \(\partial a/\partial t=-\partial g/\partial x\). At constant storage temperature \(e\) does not change, so \(\partial\sigma/\partial t=-B\,\partial a/\partial t\), and therefore

\[
\frac{\partial\sigma}{\partial t}=B\frac{\partial g}{\partial x}
=\kappa\frac{\partial^2\sigma}{\partial x^2},
\qquad \kappa=\frac{DB\Omega}{kT}.
\]

The void surface is taken to be at zero stress, so \(\sigma(0,t)=0\). The far end is blocked, so \(\partial\sigma/\partial x=0\) at \(x=L\). Initially \(\sigma=\sigma_0\) everywhere else. The void is already present, with negligible length. Because the misfit is small, the void stays much shorter than the stretch of line that has relaxed, so the movement of its surface is neglected in the boundary condition.

### The void before the far end matters

At early times the disturbance has not reached \(x=L\), and the line may be treated as infinitely long. No length then enters the problem, so \(\sigma\) depends on \(x\) and \(t\) through the single variable \(\eta=x/(2\sqrt{\kappa t})\). Writing \(\sigma=F(\eta)\) and using

\[
\frac{\partial\eta}{\partial t}=-\frac{\eta}{2t},\qquad
\frac{\partial\eta}{\partial x}=\frac{1}{2\sqrt{\kappa t}},
\]

the diffusion equation becomes

\[
-\frac{\eta}{2t}F'=\kappa\,\frac{F''}{4\kappa t}
\quad\Longrightarrow\quad F''=-2\eta F'.
\]

Hence \(F'=Ce^{-\eta^2}\). The stress rises from zero at \(\eta=0\) to \(\sigma_0\) at infinity, and \(\int_0^\infty e^{-\eta^2}d\eta=\sqrt\pi/2\), so \(C=2\sigma_0/\sqrt\pi\). The gradient at the void is

\[
\left.\frac{\partial\sigma}{\partial x}\right|_{0}
=\frac{C}{2\sqrt{\kappa t}}=\frac{\sigma_0}{\sqrt{\pi\kappa t}}.
\]

Every volume of metal that enters the line leaves an equal volume of void. If \(\delta\) is the void volume divided by the cross-section, then \(d\delta/dt=g(0,t)\). Since \(D\Omega/kT=\kappa/B\) and \(\sigma_0=Be\),

\[
\frac{d\delta}{dt}=\frac{\kappa}{B}\,\frac{Be}{\sqrt{\pi\kappa t}}
=e\sqrt{\frac{\kappa}{\pi t}},
\qquad
\delta=2e\sqrt{\frac{\kappa t}{\pi}}.
\]

Setting \(\delta=\delta_c\), squaring and solving for the time gives

\[
t_f=\frac{\pi\delta_c^2}{4e^2\kappa}.
\]

The misfit enters squared. With a smaller misfit, atoms must be spread over a longer piece of line to make the same void. The time for diffusion over that longer piece grows as the square of its length.

A numerical integration of the atom balance at 480 K gave a void of 50.00 nm at the time predicted by this formula.

### The void in a line of finite length

At 520 K the far end does matter, so the full problem is needed. The functions \(\sin(\lambda_nx)\), with \(\lambda_n=(2n+1)\pi/(2L)\) and \(n=0,1,2,\dots\), satisfy both boundary conditions. Each decays as \(e^{-\lambda_n^2\kappa t}\). The coefficient of each in the uniform initial stress is

\[
\frac{2}{L}\int_0^L\sigma_0\sin(\lambda_nx)\,dx=\frac{2\sigma_0}{\lambda_nL},
\]

because \(\cos(\lambda_nL)=0\). Averaging \(\sin(\lambda_nx)\) over the line gives another factor \(1/(\lambda_nL)\). The void length equals the volume added to the line per unit cross-section, \(\delta=\int_0^L a\,dx=\int_0^L(e-\sigma/B)\,dx\). Therefore

\[
\delta=eL\,\Phi(\tau),\qquad \tau=\frac{\kappa t}{L^2},
\]

\[
\Phi(\tau)=1-\sum_{n=0}^{\infty}\frac{8}{(2n+1)^2\pi^2}
\exp\!\left[-\frac{(2n+1)^2\pi^2\tau}{4}\right].
\]

\(\Phi\) rises steadily from 0 to 1. The final void length is \(eL\), the whole thermal misfit of the line gathered in one place.

### The numbers

At 500 K the misfit is \(e=4.5\times10^{-5}\times50=2.25\times10^{-3}\), the tension is 90 MPa and \(\kappa=1.201\times10^{-16}\ \text{m}^2/\text{s}\). The early-time formula gives

\[
t_f=\frac{\pi(5.0\times10^{-8})^2}{4(2.25\times10^{-3})^2(1.201\times10^{-16})}\ \text{s}
=3.23\times10^{6}\ \text{s}=897\ \text{h}.
\]

The numerical solution for the finite line also gives 897 h.

At 520 K the misfit is \(e=1.35\times10^{-3}\), the tension is 54 MPa and \(\kappa=2.359\times10^{-16}\ \text{m}^2/\text{s}\). The final void length is \(eL=67.5\) nm, so failure requires \(\Phi=50/67.5=0.741\). At this stage the first term of the series is enough:

\[
0.259=\frac{8}{\pi^2}e^{-\pi^2\tau/4}
\quad\Longrightarrow\quad \tau=0.462,
\]

\[
t_f=\frac{\tau L^2}{\kappa}
=\frac{0.462\,(5.0\times10^{-5})^2}{2.359\times10^{-16}}\ \text{s}
=4.90\times10^6\ \text{s}=1360\ \text{h}.
\]

The line stored 20 K hotter lasts about half as long again. The cause can be read from the factors in \(e^2\kappa\). From 500 to 520 K, \(\kappa\) rises by a factor 1.96, while \(e^2\) falls to \((30/50)^2=0.36\) of its value. Their product, 0.71, is the change of rate in a very long line. In the finite line the rate falls further, to 0.66, because the blocked end cuts off the supply of unrelaxed metal beyond it.

Over a wider range the finite line behaves as follows.

| \(T\) (K) | Tension (MPa) | \(t_f\) (h) |
|---|---|---|
| 380 | 306 | 20753 |
| 450 | 180 | 1588 |
| 480 | 126 | 952 |
| 494.4 | 100 | 885 |
| 510 | 72 | 999 |
| 525 | 45 | 2020 |

Heating from 380 to 480 K shortens the life, as diffusion alone would suggest. Heating from 494 to 525 K more than doubles it.

## The general statement

Let \(\Delta\alpha>0\), \(Q>0\) and \(T_0\) be fixed, and let the line follow the linear model above.

1. While the far end has no influence, \(t_f\) has one minimum in \(0<T<T_0\), at the \(T^*\) given at the start. It falls with temperature below \(T^*\) and rises above it.
2. In a line of finite length that can fail at all, \(t_f\) also has a minimum at a temperature below \(T_0\). It grows without bound at a limiting temperature that is itself below \(T_0\).

### Proof for the long line

Let \(R=1/t_f\). Inserting \(e\) and \(\kappa\) gives

\[
R=\frac{4e^2\kappa}{\pi\delta_c^2}
=\frac{36\,\Delta\alpha^2D_0B\Omega}{\pi k\,\delta_c^2}\;
\frac{(T_0-T)^2}{T}\,e^{-q/T}.
\]

The first fraction does not depend on temperature, so the logarithmic derivative is

\[
\frac{d\ln R}{dT}=\frac{q}{T^2}-\frac1T-\frac{2}{T_0-T}.
\]

The first term is the gain in mobility and the last is the loss of tension. Over the common denominator \(T^2(T_0-T)\), which is positive below \(T_0\), the numerator is

\[
q(T_0-T)-T(T_0-T)-2T^2=-\left[T^2+(q+T_0)T-qT_0\right]\equiv-P(T).
\]

Now \(P(0)=-qT_0<0\), while \(P(T_0)=T_0^2+(q+T_0)T_0-qT_0=2T_0^2>0\). Between them \(P\) increases steadily, since \(P'(T)=2T+q+T_0>0\). It therefore crosses zero once. The rate rises before the crossing and falls after it. The positive root of \(P(T)=0\) is the stated \(T^*\), which proves the first part.

For the example \(q=9283.6\) K, and

\[
T^*=\frac{-9833.6+\sqrt{9833.6^2+4(9283.6)(550)}}{2}\ \text{K}
=494.4\ \text{K}=221\,^\circ\text{C}.
\]

A direct search on the numerical solution for the finite line finds the same temperature to within 0.1 K.

\(T^*\) does not contain \(\Delta\alpha\), \(B\), \(D_0\) or \(\delta_c\). These set how fast voiding is, but not where it is fastest, as long as the far end has no influence. The activation energy does matter. At fixed \(T<T_0\), raising \(q\) increases \(-P(T)\) at the rate \(T_0-T\), so the crossing moves up. For \(Q=0.6\), 0.8, 1.0 and 1.2 eV, \(T^*\) is 479, 494, 504 and 511 K.

Solving \(P(T^*)=0\) for the distance from \(T_0\) gives

\[
T_0-T^*=\frac{2T^{*2}}{q-T^*}\;\longrightarrow\;\frac{2T_0^2}{q}
\qquad (q\gg T_0).
\]

A steep activation law thus confines the reversal to a narrow interval below \(T_0\), but does not remove it. In the example the limiting form gives 65 K instead of 56 K. It is useful for orientation, not for choosing a test temperature.

### Proof for the finite line

Failure occurs when \(\Phi(\tau_f)=\delta_c/(eL)\), at the time \(t_f=L^2\tau_f/\kappa\). Since \(\Phi<1\) at any finite time, failure requires \(eL>\delta_c\), which means

\[
T<T_{\text{lim}}=T_0-\frac{\delta_c}{3\Delta\alpha L}.
\]

The line can fail at some temperature only if \(T_{\text{lim}}>0\). As \(T\) approaches \(T_{\text{lim}}\) from below, the required \(\Phi\) tends to 1 and \(\tau_f\) grows without bound. Because \(\kappa\) stays finite, \(t_f\) grows without bound as well. As \(T\to0\), the required \(\Phi\) stays above \(\delta_c/(3\Delta\alpha T_0L)>0\), so \(\tau_f\) cannot vanish, while \(\kappa\to0\). Again \(t_f\) grows without bound. Between these ends \(t_f\) is continuous and finite, so it has a minimum there. This proves the second part.

In the example

\[
T_{\text{lim}}=550\ \text{K}-\frac{5.0\times10^{-8}}{4.5\times10^{-5}\times5.0\times10^{-5}}\ \text{K}=527.8\ \text{K}.
\]

Above this temperature the void stops growing before it reaches 50 nm, however long the storage lasts.

## What an Arrhenius plot shows

The apparent activation energy is minus the slope of \(\ln R\) against \(1/kT\). Since \(d(1/kT)=-dT/(kT^2)\), in a long line it is

\[
Q_{\text{app}}=kT^2\frac{d\ln R}{dT}
=Q-kT-\frac{2kT^2}{T_0-T}.
\]

It lies below \(Q\) at every temperature under \(T_0\), vanishes at \(T^*\) and is negative above it. For the example it is 0.58 eV at 400 K, 0.41 eV at 450 K and \(-0.10\) eV at 500 K, although the diffusion barrier is 0.80 eV throughout. A low or negative value does not by itself show that the diffusion path has changed.

This affects predictions of life. For use at \(T_u\) and a test at \(T_t\), with \(T_u<T_t<T_0\), the long-line formula gives

\[
\frac{t_f(T_u)}{t_f(T_t)}=
\exp\!\left[q\left(\frac1{T_u}-\frac1{T_t}\right)\right]
\frac{T_u}{T_t}\left(\frac{T_0-T_t}{T_0-T_u}\right)^2.
\]

Both factors after the exponential are less than one. Extrapolation with the true \(Q\) but without these factors therefore predicts too long a life. For a test at 500 K and use at 380 K, the exponential is 352. The other factors are \(0.76\times(50/170)^2=0.066\), so the true ratio in the model is 23. The test life of 897 h would be read as about 316,000 h in use, whereas the model line fails after about 20,800 h. The prediction is too long by a factor of 15.

Using the slope measured at the hot end errs the other way. Both subtracted terms in \(Q_{\text{app}}\) grow with temperature, so \(Q_{\text{app}}\) is larger everywhere between use and test than it is at the test. A straight line drawn with the hot slope then gives too short a life in use.

## When the storage time is fixed

An experiment may instead store lines for a set time and compare the voids. For short storage \(\delta=2e\sqrt{\kappa t/\pi}\). Its square is proportional to \(e^2\kappa\), so the largest void again appears at \(T^*\). For long storage \(\delta\to eL\), which is larger at lower temperature.

To see how one case passes into the other, let \(s=d\ln\Phi/d\ln\tau\). At fixed time

\[
\frac{d\ln\delta}{dT}=-\frac{1}{T_0-T}+s\,\frac{q-T}{T^2},
\]

where the last fraction is \(d\ln\kappa/dT\). In the early regime \(s=1/2\), and the expression vanishes at \(T^*\). Once saturation brings \(s\) below \(1/2\), it is negative at \(T^*\), so a somewhat cooler line has the larger void.

In the example the largest void is 16.8 nm after 100 h and 53 nm after 1000 h, both at 494 K. After 10,000 h it is 144 nm, at 472 K. The most damaging storage temperature is thus a property of the line and of the storage time together.

## Conditions and limits

**A hot bake is not a cure.** Suppose the line is held at \(T_h<T_0\) until the tension has gone. Then \(a=3\Delta\alpha(T_0-T_h)\) everywhere. After cooling to \(T_c\) the tension is

\[
\sigma=B\left[3\Delta\alpha(T_0-T_c)-a\right]=3\Delta\alpha B\,(T_h-T_c).
\]

The line is now stress-free at \(T_h\) instead of \(T_0\), but it has paid for this with a void of length \(3\Delta\alpha(T_0-T_h)L\). If it then relaxes fully at \(T_c\), the total void length is \(3\Delta\alpha(T_0-T_c)L\), as it would have been without the bake.

**Above \(T_0\)** the misfit is negative and the line is in compression. The flux at the void changes sign, and an existing void shrinks during storage.

**Void surface energy** has been neglected. If it holds the void surface at a constant tension \(\sigma_s\), then \(\sigma-\sigma_s\) obeys the same equations with initial value \(\sigma_0-\sigma_s\). The results for void length and failure time remain, with \(T_0\) replaced by \(T_0-\sigma_s/(3\Delta\alpha B)\). With 1.8 MPa/K, a surface tension stress of 18 MPa lowers the effective stress-free temperature by 10 K. That is enough to lengthen the life at 500 K from 897 h to 1410 h and to prevent failure at 520 K altogether. For a small rounded void of radius \(r\) the surface stress is about \(2\gamma/r\), where \(\gamma\) is the surface energy. With \(\gamma=1\) to \(1.5\ \text{J/m}^2\) and \(r=50\) nm this is 40 to 60 MPa, comparable with the tensions of the example, and it changes as the void grows. A rounded void smaller than \(2\gamma/\sigma_0\), about 20 to 35 nm at 500 K, would shrink instead of growing. Zero stress at the void surface is therefore a fair assumption only for a void that spans the line with a nearly flat surface.

**A diffusivity independent of stress** has been assumed. This is safe when \(\Omega\sigma_0/kT\) is small. In the example this ratio is 0.16 at 500 K but 0.70 at 380 K. If tension raised \(D\) by the factor \(e^{\Omega\sigma/kT}\), the life at 380 K would be almost a quarter shorter. \(T^*\) would be about 2 K lower and would depend weakly on \(\Delta\alpha\) and \(B\).

**A fixed \(T_0\)** is essential. Yielding, creep or a change of grain structure during storage alters the stress-free state, and the temperature dependence derived here then no longer applies as it stands. In the cylinder used to test \(B\), the von Mises stress is about as large as the mean tension, roughly 280 MPa for the misfit at 380 K. This is of the order of the yield stress of aluminium or copper films, so the life at 380 K and the factor of 15 are results of the elastic model rather than predictions for a real line. The time needed to form the first void is also outside the model. The values of \(t_f\) describe growth alone.

## Numbers as computed

```
Stress-free temperature T0: 550 K
Activation energy Q: 0.80 eV; q = Q/k: 9283.6 K
Diffusivity prefactor D0: 2.0e-10 m^2/s
Expansion mismatch: 15 ppm/K
Modulus B: 40 GPa; atomic volume: 1.20e-29 m^3
Line length: 50 um; critical void: 50 nm
Tension per kelvin below T0: 1.80 MPa/K
Elastic check, B of cylinder in dielectric: 34.3 GPa
Elastic check, tension 100 K below T0: 154.6 MPa
Void from atom flux at 480 K at formula time: 50.00 nm
T (K) | tension (MPa) | kappa (m^2/s) | t_f line (h) | t_f formula (h)
380.0 | 306.0 | 4.491e-19 | 20753 | 20752
420.0 | 234.0 | 4.163e-18 | 3829 | 3829
450.0 | 180.0 | 1.696e-17 | 1588 | 1588
480.0 | 126.0 | 5.772e-17 | 952 | 952
494.4 | 100.1 | 9.837e-17 | 885 | 885
500.0 | 90.0 | 1.201e-16 | 897 | 897
510.0 | 72.0 | 1.695e-16 | 999 | 993
520.0 | 54.0 | 2.359e-16 | 1360 | 1269
525.0 | 45.0 | 2.769e-16 | 2020 | 1556
Fastest voiding T*, formula: 494.38 K = 221.2 C
Fastest voiding, numerical search: 494.35 K
T0 - T*: 55.6 K; large-q estimate: 65.2 K
T* for Q = 0.6 eV: 479.2 K
T* for Q = 0.8 eV: 494.4 K
T* for Q = 1.0 eV: 504.2 K
T* for Q = 1.2 eV: 511.1 K
500 to 520 K, factor in kappa: 1.964
500 to 520 K, factor in misfit squared: 0.360
500 to 520 K, factor in rate, formula: 0.707
500 to 520 K, factor in rate, finite line: 0.660
Apparent activation energy at 400 K: formula 0.582 eV, numerical 0.582 eV
Apparent activation energy at 450 K: formula 0.412 eV, numerical 0.412 eV
Apparent activation energy at 500 K: formula -0.105 eV, numerical -0.107 eV
No failure above: 527.8 K
Largest void after 100 h: 16.8 nm at 494.4 K
Largest void after 1000 h: 53.1 nm at 494.3 K
Largest void after 10000 h: 143.8 nm at 472.4 K
Use at 380 K, test at 500 K
Arrhenius acceleration factor: 351.9
Actual acceleration factor: 23.1
Life overestimated by factor: 15.2
Test life: 897 h
Use life, Arrhenius prediction: 315779 h
Use life, actual in model: 20753 h
```
